# Why a uniform polar angle is not diffuse wall emission

**The argument under review**

The argument concerns ray tracing of precursor molecules in a narrow hole during atomic layer deposition. It runs as follows. A diffuse wall has no preferred direction, so every polar angle $\theta$ between the inward wall normal and the outgoing path is equally likely. One may therefore draw $\theta=\pi U/2$, with $U$ uniform on $(0,1)$, and an independent uniform azimuth $\phi$. As support, the mean polar angle is $45^\circ$, and the mean axial hop along a cylindrical hole has its correct value.

Both supporting statements are true, but the conclusion is false. The questions to settle are what "diffuse" fixes, and why these checks miss the error.

I assume free molecular flow and full thermal accommodation: a returning molecule keeps no memory of its arrival. The probabilities of accommodation and of permanent sticking do not depend on the angle of arrival. Lengths are in hole diameters $D$ unless $D$ is written.

**What diffuse emission means**

Consider an isotropic gas of number density $n$ in equilibrium with the wall. Molecules of speed $v$ travelling within a solid angle $d\Omega$ at angle $\theta$ to the normal strike an area $A$ during $dt$ if they start inside a slanted volume $Av\cos\theta\,dt$. A fraction $d\Omega/4\pi$ of them has the required direction. The arrival rate per area is therefore

$$
\frac{n v\cos\theta}{4\pi}\,d\Omega .
$$

Since $\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi$ over the hemisphere, the normalized distribution of arrival directions is $\cos\theta/\pi$ per unit solid angle.

Detailed balance requires the outgoing flux in each direction to equal the incoming flux along the reversed path. The emitted distribution is therefore also $\cos\theta/\pi$. Because emission has no memory, the same law holds when the gas is no longer in equilibrium, provided the wall's emission properties are unchanged.

"No preferred direction" applies to the gas that the wall would sustain. It does not apply to the number of molecules crossing a fixed wall area, which appears foreshortened by $\cos\theta$.

If a fraction $s(\theta)$ of arrivals is accommodated and the rest reflects specularly, the same balance gives accommodated emission proportional to $s(\theta)\cos\theta$. The cosine law then fails for the accommodated molecules unless $s$ is constant, although at equilibrium the accommodated and reflected molecules together still obey it.

**From the law to a sampling rule**

With $d\Omega=\sin\theta\,d\theta\,d\phi$, integration over azimuth gives

$$
p(\theta)=2\pi\,\frac{\cos\theta}{\pi}\sin\theta=\sin2\theta,
\qquad
\int_0^\theta \sin2\theta'\,d\theta'=\sin^2\theta .
$$

Setting the cumulative probability equal to $U$ gives

$$
\sin\theta=\sqrt U,\qquad \cos\theta=\sqrt{1-U}.
$$

The requirement concerns the distribution: $\sin^2\theta$ must be uniform, however the direction is made. For example, add the unit normal to an isotropic random unit vector at angle $\chi$ from it. The sum bisects the two, so $\theta=\chi/2$ and $\sin^2\theta=(1-\cos\chi)/2$. This is uniform because $\cos\chi$ is uniform on $(-1,1)$ for an isotropic vector.

The disputed rule has $p(\theta)=2/\pi$. Dividing by $2\pi\sin\theta$ gives $1/(\pi^2\sin\theta)$ per unit solid angle, which is neither diffuse nor isotropic. Its ratio to the cosine law is

$$
\frac{1/(\pi^2\sin\theta)}{\cos\theta/\pi}
=\frac{1}{\pi\sin\theta\cos\theta}
=\frac{2}{\pi\sin2\theta}.
$$

There is an excess near the normal and near grazing, and a deficit around $45^\circ$. The cosine law puts 3.0% of directions within $10^\circ$ of the normal and 3.0% within $10^\circ$ of the surface. Uniform $\theta$ puts 11.1% in each range.

A numerical test selected molecules striking a wall from an isotropic Maxwellian gas. The largest gap between their cumulative distribution of $\sin^2\theta$ and the uniform one was 0.0017, below the acceptance limit of 0.0060. For uniform $\theta$ the sampled gap was 0.106; its exact value, the maximum of $|2\theta/\pi-\sin^2\theta|$, is 0.105.

**Why the proposed checks pass**

Both densities are symmetric about $\theta=\pi/4$, so both have mean angle $45^\circ$. The hop check needs the geometry of a long cylinder. At the emission point, let the inward, tangential and axial direction components be

$$
a=\cos\theta,\qquad b=\sin\theta\sin\phi,\qquad c=\sin\theta\cos\phi .
$$

Starting at transverse position $(D/2,0)$, a path of length $s$ meets the wall when $(D/2-as)^2+b^2s^2=D^2/4$. The nonzero root, with $a^2+b^2=1-c^2$, gives

$$
s=\frac{Da}{1-c^2},\qquad
x=\frac{cs}{D}=\frac{ac}{1-c^2},
$$

where $x$ is the signed axial hop in diameters. At fixed $\theta$, put $u=\sin\theta\sin\phi$, so that $1-c^2=\cos^2\theta+u^2$. Then

$$
\langle |x|\rangle_\phi
=\frac2\pi\int_0^{\sin\theta}\frac{\cos\theta\,du}{\cos^2\theta+u^2}
=\frac2\pi\arctan(\tan\theta)=\frac{2\theta}{\pi}.
$$

This is linear in $\theta$. Equal mean angles therefore force equal mean hops, $\langle|x|\rangle=(2/\pi)(\pi/4)=1/2$. The second check repeats the first.

The mean flight length is no better. With $A=\sin^2\theta$ and $t=\tan\phi$,

$$
I(A)=\left\langle\frac1{1-A\cos^2\phi}\right\rangle_\phi
=\frac2\pi\int_0^\infty\frac{dt}{t^2+1-A}
=\frac1{\sqrt{1-A}}=\frac1{\cos\theta}.
$$

Thus $\langle s\rangle_\phi=D\cos\theta\,I=D$ at every $\theta$, for either sampler.

**The second moment exposes the error**

Differentiating $I$ with respect to $A$ gives

$$
\left\langle\frac{\cos^2\phi}{(1-A\cos^2\phi)^2}\right\rangle_\phi
=\frac{1}{2(1-A)^{3/2}}=\frac1{2\cos^3\theta}.
$$

Multiplication by $\cos^2\theta\sin^2\theta$ yields

$$
\langle x^2\rangle_\phi=\frac{\sin^2\theta}{2\cos\theta}.
$$

For cosine emission the factor $\sin2\theta$ cancels the denominator:

$$
\langle x^2\rangle=\int_0^{\pi/2}\sin^3\theta\,d\theta
=\int_0^{\pi/2}(1-\cos^2\theta)\sin\theta\,d\theta=\frac23 .
$$

For uniform $\theta$ it is $(1/\pi)\int_0^{\pi/2}\sin^2\theta/\cos\theta\,d\theta$. Near grazing, with $\varepsilon=\pi/2-\theta$, the integrand behaves as $1/\varepsilon$, and the integral diverges logarithmically.

This matters for transport. Molecules emitted from a Maxwellian wall have $\langle1/v\rangle=1/\bar v$, where $\bar v$ is the mean speed in the gas, because the emitted flux carries an extra weight $v$. The mean flight time is then $\tau=D/\bar v$. Independent, symmetric hops give the Knudsen diffusivity

$$
D_K=\frac{D^2\langle x^2\rangle}{2\tau}=\frac{D\bar v}{3}
$$

for cosine emission. Uniform $\theta$ gives no finite value in an infinitely long cylinder.

The tails show how slowly the divergence develops. For a long forward hop, $\varepsilon$ and $\phi$ are small and $x\simeq\varepsilon/(\varepsilon^2+\phi^2)$. The condition $x>X$ becomes

$$
\left(\varepsilon-\frac1{2X}\right)^2+\phi^2<\frac1{4X^2},
$$

a disc of area $\pi/(4X^2)$. The density in the $(\theta,\phi)$ plane is $p(\theta)/2\pi$. It equals $1/\pi^2$ for uniform $\theta$ and approximately $\varepsilon/\pi$ for the cosine law, where the mean of $\varepsilon$ over the disc is $1/(2X)$. To leading order at large $X$,

$$
P_{\rm uniform}(x>X)\simeq\frac1{4\pi X^2},
\qquad
P_{\rm cosine}(x>X)\simeq\frac1{8X^3}.
$$

At $X=10$, quadrature gives $7.93\times10^{-4}$ and $1.24\times10^{-4}$, a ratio of 6.4.

Counting both directions, the uniform-angle tail has density $1/(\pi X^3)$ in $|x|$. Extending a cutoff from 10 to 100 diameters should therefore add $(\ln10)/\pi=0.733$ to the mean square hop. The computed increase is 0.732, from 0.7595 to 1.4912. For the cosine law the corresponding values are 0.592 and 0.659, approaching $2/3$.

**A closed vessel supplies a better check**

Suppose every surface of a closed vessel emits the same flux. For cosine emission, the flux received at a point, relative to that emitted, is

$$
\int\frac{\cos\theta'}{\pi}\frac{\cos\theta}{r^2}\,dA'
=\frac1\pi\int\cos\theta\,d\Omega=1 .
$$

Here $\theta'$ is the emission angle, $\theta$ the arrival angle, $r$ the path length, and $d\Omega=\cos\theta'\,dA'/r^2$ the solid angle seen by the receiver. Uniform flux reproduces itself.

For uniform $\theta'$ the factor $\cos\theta'/\pi$ becomes $1/(\pi^2\sin\theta')$, and the cancellation is lost. The vessel's shape then matters: in a sphere, symmetry alone returns a uniform flux for either sampler, so the test needs a vessel whose surface points are not all equivalent, such as a cylinder with end discs. Take a point on a cylinder wall at height $d$ above an end disc. Let $\rho$ be the horizontal distance to a point on the disc, and $\psi$ its direction from the inward radius, so $0<\rho<D\cos\psi$. Then $r^2=\rho^2+d^2$, $\sin\theta'=\rho/r$ and $\cos\theta=\rho\cos\psi/r$. The disc contributes

$$
\frac1{\pi^2}\int_{-\pi/2}^{\pi/2}\!\cos\psi\,d\psi
\int_0^{D\cos\psi}\!\frac{\rho\,d\rho}{\rho^2+d^2}
=\frac1{2\pi^2}\int_{-\pi/2}^{\pi/2}\!\cos\psi\,
\ln\!\left(1+\frac{D^2\cos^2\psi}{d^2}\right)d\psi .
$$

For $d\ll D$ this grows as $(2/\pi^2)\ln(D/d)$: the sampler deposits a false excess at the corner.

In a closed cylinder of length $D$, one bounce from uniform emission gave a relative flux of 1.18 in the wall zone nearest the corner and 1.16 in the outermost end-disc zone. The other end-disc zones received 0.88 to 0.94. With cosine emission, the largest deviation among all ten zones was 1.8 standard errors; with uniform $\theta$ it was 62.

**Consequence in a blind hole**

Take a cylindrical hole 10 diameters deep, closed at the bottom, with constant sticking probability $\beta=0.05$ on wall and floor. These are round model parameters for the start of a pulse, before saturation changes the surface. Molecules enter with the cosine law in both calculations; re-emission alone differs.

The cosine result can be checked without rays. The probability that a wall element emits directly to a disc at axial distance $x$ is, with $\rho$ and $x$ in diameters,

$$
F(x)=\frac1\pi\int_{-\pi/2}^{\pi/2}\!\cos\psi\,d\psi
\int_0^{\cos\psi}\frac{x\rho^2\,d\rho}{(\rho^2+x^2)^2}.
$$

The inner integral is $\tfrac12[\arctan(\cos\psi/x)-x\cos\psi/(x^2+\cos^2\psi)]$. Integrating the arctangent term by parts over $\psi$, with vanishing boundary terms, gives

$$
F=\frac{x}{2\pi}\int_{-\pi/2}^{\pi/2}
\frac{\sin^2\psi-\cos^2\psi}{x^2+\cos^2\psi}\,d\psi
=\frac{x}{2\pi}\int_{-\pi/2}^{\pi/2}
\left[-2+\frac{1+2x^2}{x^2+\cos^2\psi}\right]d\psi .
$$

The substitution $t=\tan\psi$ gives $\int d\psi/(x^2+\cos^2\psi)=\pi/(x\sqrt{x^2+1})$, hence

$$
F(x)=\frac{x^2+1/2}{\sqrt{x^2+1}}-x .
$$

Divide the wall into rings and treat the floor as one zone. Let $F_{ij}$ be the probability of passing directly from zone $i$ to zone $j$. The average of $F$ over a ring gives its probability of reaching the mouth or the floor, and differences of such averages give the probability of reaching another ring. The remaining $F_{ij}$ follow from the reciprocity relation below and from the requirement that the probabilities leaving each zone, including those to the mouth, sum to one. Let $H_i$ be the incident flux relative to the mouth flux, and $A_i$ the zone area. Counting arrivals,

$$
A_iH_i=A_{\rm m}F_{{\rm m}i}+(1-\beta)\sum_jA_jF_{ji}H_j ,
$$

where m denotes the mouth. Cosine emission obeys $A_jF_{ji}=A_iF_{ij}$, so

$$
H_i=F_{i{\rm m}}+(1-\beta)\sum_jF_{ij}H_j .
$$

This gives a floor flux of 0.0371. Cosine ray tracing gives $0.0375\pm0.0006$, where the uncertainty is one standard error. Uniform $\theta$ gives $0.0559\pm0.0007$, larger by the factor $0.0559/0.0375\simeq1.49$. Direct flight from mouth to floor contributes 0.0025 in both cases, so the difference comes from re-emitted molecules.

The error varies with depth. In the first diameter of wall, the flux rises from 0.653 to 0.710; in the last, from 0.034 to 0.047. In between, the sign reverses. Between 4 and 5 diameters uniform $\theta$ gives 0.121, against 0.125 from ring exchange (0.124 from cosine rays), a deficit of about 3%; with larger samples the deficit is about 5% between 2 and 4 diameters. These calculations do not show which part of the angular error causes the deep excess.

A correct cosine model would need $\beta\simeq0.038$ to reproduce the wrong floor flux, 23% below the value actually used. A sampling error can thus pass for a change in surface chemistry when only the floor flux is fitted. The wall profile is not reproduced: at that $\beta$ the cosine model gives about 0.16 between 4 and 5 diameters, against 0.121 for uniform $\theta$.

**A separate rule for trench cross-sections**

The square-root rule must not be transferred to an angle drawn in a two-dimensional trench model. Let $u=\sin\theta\cos\phi$ point across the trench and $w=\sin\theta\sin\phi$ along it. Since $\sin^2\theta$ and $\phi$ are uniform and independent, $(u,w)$ is uniform on the unit disc. The signed angle $\alpha$ from the normal, projected onto the cross-section, obeys

$$
\sin\alpha=\frac{u}{\sqrt{u^2+\cos^2\theta}}
=\frac{u}{\sqrt{1-w^2}} ,
$$

because $\cos^2\theta=1-u^2-w^2$. At fixed $w$, $u$ is uniform between $-\sqrt{1-w^2}$ and $+\sqrt{1-w^2}$. Therefore $\sin\alpha$ is uniform on $(-1,1)$, and $\alpha$ has density $\tfrac12\cos\alpha$.

**Changes requested**

The three-dimensional calculation should draw $\sin\theta=\sqrt U$, or use an equivalent construction, and repeat every fit of $\beta$. The checks on mean angle and mean hop should be replaced by the distribution of $\sin^2\theta$ and the closed-vessel balance in a vessel with corners, such as a closed cylinder. Within sampling error, a correct calculation must give a uniform distribution of $\sin^2\theta$ on $(0,1)$ and a relative flux of 1 in every zone of the closed vessel.

## Numbers as computed

```
Gas molecules hitting test wall: 132640
KS distance, gas sin^2(theta) from uniform: 0.00166
KS acceptance limit for gas test: 0.00604
KS distance, projected sine: 0.00175
KS distance, normal-plus-vector method: 0.00199
KS distance, uniform theta: 0.1061
Mean angle, cosine law: 45.000 deg
Mean angle, uniform theta: 45.000 deg
Fraction below 10 deg, cosine law: 0.03015
Fraction below 10 deg, uniform theta: 0.11111
Fraction above 80 deg, cosine law: 0.03015
Fraction above 80 deg, uniform theta: 0.11111
One-sided hop probability beyond 10 D, cosine: 1.2376e-04
One-sided hop probability beyond 10 D, uniform: 7.9256e-04
Tail probability ratio, uniform/cosine: 6.404
Mean square hop below 10 D, cosine: 0.5921 D^2
Mean square hop below 100 D, cosine: 0.6592 D^2
Mean square hop below 10 D, uniform: 0.7595 D^2
Mean square hop below 100 D, uniform: 1.4912 D^2
Uniform-theta growth from 10 D to 100 D: 0.7317 D^2
Predicted logarithmic growth: 0.7329 D^2
Closed cylinder length: 1 D; relative flux after one bounce
Wall zones from corner to middle, cosine: [0.9981 0.9999 0.9964 1.0039 1.0051]
Wall zones from corner to middle, uniform: [1.176  1.0112 0.9777 0.973  0.9665]
Cap zones from center to edge, cosine: [0.9964 0.994  1.0035 0.9976 1.0016]
Cap zones from center to edge, uniform: [0.9212 0.8804 0.8957 0.938  1.1559]
Largest deviation, cosine: 1.78 standard errors
Largest deviation, uniform: 61.75 standard errors
Blind-hole depth: 10 D
Sticking probability beta: 0.050
Molecules entering per calculation: 400000
Direct mouth-to-floor probability: 0.002488
Wall flux 0-1 D, ring exchange: 0.6534
Wall flux 0-1 D, cosine rays: 0.6528
Wall flux 0-1 D, uniform theta: 0.7102
Wall flux 4-5 D, ring exchange: 0.1250
Wall flux 4-5 D, cosine rays: 0.1237
Wall flux 4-5 D, uniform theta: 0.1211
Wall flux 9-10 D, ring exchange: 0.0339
Wall flux 9-10 D, cosine rays: 0.0336
Wall flux 9-10 D, uniform theta: 0.0472
Relative floor flux, ring exchange: 0.03711
Relative floor flux, cosine rays: 0.03746
Standard error, cosine floor flux: 0.00060
Relative floor flux, uniform theta: 0.05587
Standard error, uniform floor flux: 0.00069
Floor flux ratio, uniform/cosine rays: 1.492
Apparent sticking in correct cosine model: 0.03846
Apparent/true sticking ratio: 0.769
```
